# Projected local orbitals for DMFT in the PAW method, part 2

Dynamical mean-field theory (DMFT) needs $M$ localised orbitals per cell, built here from Bloch states $\psi_{n\mathbf k}$ of $\hat H$ on $N_k$ mesh points, in Hartree atomic units. Orthonormal trial orbitals $\chi_m$, each confined to one atomic sphere of radius $r_c$, give

$$P_{mn}(\mathbf k)=\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}\int_{\rm cell}\chi_m^*(\mathbf r-\mathbf R)\,\psi_{n\mathbf k}(\mathbf r)\,d\mathbf r=\int\chi_m^*(\mathbf r')\,\psi_{n\mathbf k}(\mathbf r')\,d\mathbf r'=\langle\chi_m|\psi_{n\mathbf k}\rangle. \tag{1}$$

In the projector augmented-wave (PAW) method, partial waves $\phi_i$, their smooth counterparts $\tilde\phi_i$ and projectors $p_i$ with $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$ link $\psi$ to a pseudo state $\tilde\psi$:

$$|\psi\rangle=\mathcal T|\tilde\psi\rangle,\qquad \mathcal T=1+\sum_i\big(|\phi_i\rangle-|\tilde\phi_i\rangle\big)\langle p_i|,\qquad c_i\equiv\langle p_i|\tilde\psi\rangle, \tag{2}$$

$$r\equiv\tilde\psi-\sum_i\tilde\phi_i\,c_i=\psi-\sum_i\phi_i\,c_i\qquad\text{inside the sphere.} \tag{3}$$

$$\langle\chi_m|\psi_{n\mathbf k}\rangle=\sum_i\langle\chi_m|\phi_i\rangle\langle p_i|\tilde\psi_{n\mathbf k}\rangle+\langle\chi_m|r_{n\mathbf k}\rangle, \tag{4}$$

Also $c=\mathcal M^{-1}\langle p|\psi\rangle$ with $\mathcal M_{ji}=\langle p_j|\phi_i\rangle$. Dropping the remainder gives

$$P_{mn}(\mathbf k)\simeq\sum_i\langle\chi_m|\phi_i\rangle\langle p_i|\tilde\psi_{n\mathbf k}\rangle. \tag{5}$$

For a component $\phi(E)$, the reference-atom solution at energy $E$, and partial waves at energies $E_i$,

$$\langle\chi|r\rangle=\prod_{i=1}^{\nu}(E-E_i)\;\langle\chi|(1-Q)|D(E)\rangle. \tag{6}$$

where $Q$ projects onto the span of the $\phi_i$ and $D(E)$ is analytic. A component $b\,\phi(E)$ multiplies this by $b$.

For a window $W$ of $N$ bands, $P$ is $M\times N$ and $O=PP^\dagger=U\sigma^2U^\dagger$ (mesh average $\bar O$). Löwdin orthonormalisation is

$$\bar P(\mathbf k)=O(\mathbf k)^{-1/2}P(\mathbf k),\qquad |w_{\mathbf km}\rangle=\sum_{n\in W}|\psi_{n\mathbf k}\rangle\,\bar P^*_{mn}(\mathbf k), \tag{7}$$

With $V=P^\dagger U\sigma^{-1}$ and $\|Z\|^2=\operatorname{tr}ZZ^\dagger$,

$$\min_{XX^\dagger=1}\|P-X\|^2=\sum_{i=1}^M(1-\sigma_i)^2. \tag{8}$$

reached at $X=\bar P$. An error $\delta P$ gives, to first order, with $\mathcal E=U^\dagger\delta P\,V$ and $K=U^\dagger\delta\bar P\,V$,

$$K_{ij}=\frac{\mathcal E_{ij}-\mathcal E_{ji}^*}{\sigma_i+\sigma_j},\qquad \delta\bar P\,(1-VV^\dagger)=O^{-1/2}\,\delta P\,(1-VV^\dagger). \tag{9}$$

The real-space orbitals $w_{m\mathbf R}$ obey

$$\langle w_{m\mathbf 0}|w_{m'\mathbf R}\rangle=\frac1{N_k}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}\,(\bar P\bar P^\dagger)_{mm'},\qquad H_{mm'}(\mathbf R)=\langle w_{m\mathbf 0}|\hat H|w_{m'\mathbf R}\rangle=\frac1{N_k}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}H_{mm'}(\mathbf k), \tag{10}$$

with $H(\mathbf k)=\bar P\varepsilon\bar P^\dagger$, $\varepsilon$ the diagonal matrix of band energies and $H_{\rm loc}=H(\mathbf R=\mathbf 0)$. The weaker choice $X=\bar O^{-1/2}P$ has an overlap $O'=XX^\dagger$ that averages to 1.

If $O_{11}=O_{22}=o$ and $O_{12}=os$, scaling the trial orbitals by $d_1,d_2$ gives $\bar P'=(1+\kappa)\bar P$ with, to first order in $s$,

$$\kappa_{12}=\frac s2\,\frac{d_1-d_2}{d_1+d_2}. \tag{11}$$

Gram–Schmidt, starting from $\chi_1$, shifts $H_{11}$ by $\operatorname{Re}[sH_{21}]$ and $H_{22}$ oppositely.

In DMFT a local self-energy $\Sigma(z)$, an $M\times M$ matrix with the double-counting term already subtracted, is carried into the band space as $\bar P^\dagger\Sigma\bar P$, and the lattice Green function is projected back. With $z=i\omega+\mu$ on the Matsubara axis,

$$G_{\rm loc}(z)=\frac1{N_k}\sum_{\mathbf k}\bar P\,\big[z-\varepsilon-\bar P^\dagger\Sigma\bar P\big]^{-1}\bar P^\dagger. \tag{12}$$

Replace $\bar P$ for a moment by a general $X(\mathbf k)$ with $XX^\dagger=O'(\mathbf k)$, and let $\Sigma\to\Sigma_\infty$ at large $|z|$. The geometric series $[z-C]^{-1}=1/z+C/z^2+\dots$ gives

$$zG_{\rm loc}=\langle O'\rangle+\frac1z\big[\langle X\varepsilon X^\dagger\rangle+\langle O'\Sigma_\infty O'\rangle\big]+O(z^{-2}),$$

where the brackets denote the mesh average. The $1/z$ coefficient of a fermion Green function is the anticommutator of the annihilation and creation operators, which must be the unit matrix for an impurity model. The raw $P$ gives $\bar O$ instead, and $G_{\rm loc}^{-1}\to z\bar O^{-1}$ cannot be written as $z$ minus a level minus a hybridisation function that decays. With $X=\bar P$ the expansion is $zG_{\rm loc}=1+(H_{\rm loc}+\Sigma_\infty)/z+\dots$, so the inverse of the Weiss field is $G_{\rm loc}^{-1}+\Sigma=z-H_{\rm loc}+O(1/z)$ and the impurity level is $H_{\rm loc}$, whatever $\Sigma$ is. The normalisation with $\bar O$ has the right leading term. Writing $O'=1+\delta(\mathbf k)$ with $\langle\delta\rangle=0$ gives $\langle O'\Sigma_\infty O'\rangle=\Sigma_\infty+\langle\delta\,\Sigma_\infty\delta\rangle$, so its impurity level depends on $\Sigma_\infty$ at second order in the variation of the overlap.

The $N\times N$ inversion in (12) reduces to an $M\times M$ one. Let $\mathcal G$ be the inverse in (12) and $\mathcal A=z-\varepsilon$. From $(\mathcal A-\bar P^\dagger\Sigma\bar P)\mathcal G=1$ follows $\mathcal G=\mathcal A^{-1}+\mathcal A^{-1}\bar P^\dagger\Sigma\bar P\mathcal G$. Multiplying by $\bar P$ on the left and $\bar P^\dagger$ on the right gives $\Gamma=g+g\Sigma\Gamma$ for $\Gamma=\bar P\mathcal G\bar P^\dagger$, with $g_{\mathbf k}=\bar P(z-\varepsilon)^{-1}\bar P^\dagger$. For $\operatorname{Im}z\ne0$ the anti-Hermitian part of $g$ is definite, so $g$ is invertible and $\Gamma=(g^{-1}-\Sigma)^{-1}$. To find $g^{-1}$, add $N-M$ orthonormal rows $\bar R$ that complete $\bar P$ to a unitary matrix. In this basis $\varepsilon$ has the blocks $H$, $\mathcal V=\bar P\varepsilon\bar R^\dagger$, $\mathcal V^\dagger$ and $H_r=\bar R\varepsilon\bar R^\dagger$, and $g$ is the upper left block of the inverse of $z$ minus this matrix. Calling the lower left block $y$, the first block column obeys $(z-H)g-\mathcal Vy=1$ and $-\mathcal V^\dagger g+(z-H_r)y=0$. Eliminating $y$,

$$\bar P\mathcal G\bar P^\dagger=\Big[z-H(\mathbf k)-\mathcal V(z-H_r)^{-1}\mathcal V^\dagger-\Sigma\Big]^{-1}. \tag{13}$$

For $N=M$ there is no $\mathcal V$. The matrix $\bar P$ is unitary, $H(\mathbf k)$ has the band energies as eigenvalues, and each term is $[z-H(\mathbf k)-\Sigma]^{-1}$. For $N>M$ the Hamiltonian $H(\mathbf k)$ alone does not determine $G_{\rm loc}$, and its eigenvalues $h_1\le\dots\le h_M$ interlace the bands $\varepsilon_1\le\dots\le\varepsilon_N$:

$$\varepsilon_i\le h_i\le\varepsilon_{i+N-M}. \tag{14}$$

For the lower limit, map the eigenvectors of $h_1,\dots,h_i$ into the band space with $\bar P^\dagger$, which keeps norms. On this space of dimension $i$, $x^\dagger\varepsilon x\le h_i$ for unit $x$. The bands $i,\dots,N$ span a space of dimension $N-i+1$ on which $x^\dagger\varepsilon x\ge\varepsilon_i$. The dimensions add to $N+1$, so the spaces share a unit vector, and $\varepsilon_i\le h_i$. For the upper limit use the eigenvectors of $h_i,\dots,h_M$ and the bands $1,\dots,i+N-M$, whose dimensions $M-i+1$ and $i+N-M$ again add to $N+1$.

A one-dimensional model crystal shows the sizes of these effects, with parity about a site in the role of $l$ and without spin. The cell has length $a=7.6$ bohr. Two correlated wells $-U\operatorname{sech}^2\alpha(x-\tau)$, with $U=\lambda(\lambda+1)\alpha^2/2$, $\lambda=1.6$ and $\alpha=2.5$ bohr$^{-1}$, so $U=13$ Ha, sit at $\tau=0$ and $2.6$ bohr. A ligand well of the same form with $\lambda=1$, $\alpha=1.8$ bohr$^{-1}$ and depth $3.24$ Ha sits at $5.1$ bohr. With $u=\alpha x$, the function $\cosh^{-\lambda}u$ has second derivative $\lambda^2\cosh^{-\lambda}u-\lambda(\lambda+1)\cosh^{-\lambda-2}u$, so it is an even bound state at $-\alpha^2\lambda^2/2$: $-8$ Ha for the correlated well, where it is the core state, and $-1.62$ Ha for the ligand. The function $f=\sinh u\cosh^{-\lambda}u$ has $f'=(1-\lambda)\cosh^{1-\lambda}u+\lambda\cosh^{-\lambda-1}u$ and $f''=(1-\lambda)^2f-\lambda(\lambda+1)f\operatorname{sech}^2u$, so it is an odd bound state at $-\alpha^2(\lambda-1)^2/2=-1.125$ Ha. The trial orbital on each correlated site is $f$, cut at $r_c=1.2$ bohr and renormalised. The uncut orbital has a fraction $0.9174$ of its weight inside $r_c$.

The partial waves are the even and odd solutions of the isolated correlated well, integrated outward by an eighth-order Runge–Kutta method at the energies $-1.125$, $0$ and $-2$ Ha, of which the first one, two or three are used for each parity, and normalised in the sphere. Each $\tilde\phi_i$ is a four-term polynomial of the same parity, matched to $\phi_i$ at $r_c$ in value and three derivatives. The projectors are the combinations of $(1-x^2/r_c^2)^2\tilde\phi_j$ that are dual to the $\tilde\phi_i$. Sphere integrals use Gauss–Legendre quadrature. The ligand well is not augmented. The all-electron reference is a diagonalisation in plane waves with $|k+G|\le50$ bohr$^{-1}$, on the mesh $k=2\pi j/(12a)$, $j=-5,\dots,6$. The pseudo states, for two partial waves per parity, solve $\mathcal T^\dagger\hat H\mathcal T\tilde\psi=\varepsilon\mathcal T^\dagger\mathcal T\tilde\psi$ in plane waves up to $10$ bohr$^{-1}$, which at $k=\pi/3a$ is 24 functions against 121. The operator $\mathcal T^\dagger\hat H\mathcal T$ is kept whole, without the one-centre reduction of the PAW Hamiltonian, so that no second approximation mixes with (5). The valence energies then differ from the reference by at most $3.2\times10^{-5}$ Ha, against $4.9\times10^{-3}$ Ha for bare plane waves at the same cutoff. Above the two core bands lie the ligand band, from $-1.663$ to $-1.652$ Ha, two correlated bands, from $-1.275$ to $-1.200$ Ha and from $-1.008$ to $-0.912$ Ha, and a band from $0.346$ to $0.616$ Ha.

For two partial waves per parity the overlaps $|\langle\chi|\phi_i\rangle|$ are zero for the two even functions, $1.0000$ for the first odd function, which is $\chi$ itself, and $0.8791$ for the second. The law (6) applies to the isolated well. For the odd solution with unit slope at the origin, the remainder $\langle\chi|r\rangle$, the direct integral minus (5), is $-1.811\times10^{-5}$ at $0.01$ Ha above the first reference energy and $+1.639\times10^{-5}$ at $0.01$ Ha above the second. The products in (6) are $0.01\times(-1.115)=-0.01115$ and $1.135\times0.01=0.01135$, so the second factor is $1.62\times10^{-3}$ and $1.44\times10^{-3}$, of one sign and changing by about a tenth between the two energies. Halving the offset to $0.005$ Ha divides the products by $2\times1.115/1.120=1.991$ and $2\times1.135/1.130=2.009$, and the computed errors by $1.990$ and $2.008$.

In the crystal, with $c=\mathcal M^{-1}\langle p|\psi\rangle$ taken from the reference states, the largest difference between (5) and the direct integral (1), over both sites, all 12 points and the four valence bands, is $6.2\times10^{-2}$, $1.9\times10^{-3}$ and $6.3\times10^{-5}$ for one, two and three partial waves per parity. These are absolute errors in matrix elements whose larger values are near $0.65$. With the pseudo states of the small basis the difference is again $1.9\times10^{-3}$, and so is the largest remainder $\langle\chi|r\rangle$ computed from (3): the error comes from the partial waves and not from the cutoff. With the remainder included, the two sides of (4) agree to about $10^{-8}$. If the uncut orbital, with the same normalisation constant, is integrated over all space at $k=\pi/3a$, the result differs from (5) by up to $0.124$ among the four bands. The tail holds only $1-0.9174=0.083$ of the weight, but its norm is $\sqrt{0.0826/0.9174}=0.30$. Summing over all bands of the reference basis gives $O=1$ within $1.7\times10^{-3}$. A deficit must remain at finite cutoff, because the two jumps of size $\chi(r_c)$ give a Fourier transform with mean square $2\chi(r_c)^2/q^2$, and $2\int_{G}^\infty2\chi(r_c)^2q^{-2}\,dq/2\pi=2\chi(r_c)^2/\pi G$ falls only as the inverse cutoff.

Take first the small window from $-1.5$ to $-0.3$ Ha, which holds the two correlated bands at every $k$. At $k=\pi/3a=0.1378$ bohr$^{-1}$ their energies are $-1.2235$ and $-0.9795$ Ha, and in the gauge where the first row is real and positive

$$P=\begin{pmatrix}0.6561&0.6692\\-0.6213+0.2106i&0.6453-0.1773i\end{pmatrix}.$$

Then $O_{11}=0.6561^2+0.6692^2=0.8783=O_{22}$, and $O_{12}=0.6561(-0.6213-0.2106i)+0.6692(0.6453+0.1773i)=0.0242-0.0196i$, the last digit taken from unrounded entries. With $|O_{12}|=0.0311$ the eigenvalues are $0.8783\pm0.0311=0.9094$ and $0.8472$, with inverse square roots $1.0486$ and $1.0864$. Writing $O=o+|O_{12}|\,\hat n$, where $\hat n$ holds the off-diagonal phases and $\hat n^2=1$, any function of $O$ is the half-sum of its two eigenvalues plus the half-difference times $\hat n$. The diagonal of $O^{-1/2}$ is $1.0676$, within rounding of the half-sum, and its $(1,2)$ element is $-0.0189\,(0.0242-0.0196i)/0.0311=-0.0147+0.0119i$. The first element of $\bar P$ is $1.0676\times0.6561+(-0.0147+0.0119i)(-0.6213+0.2106i)=0.707-0.0105i$, and

$$\bar P=\begin{pmatrix}0.7070-0.0105i&0.7070+0.0103i\\-0.6730+0.2171i&0.6790-0.1972i\end{pmatrix}.$$

All four moduli are $1/\sqrt2$, and symmetry requires this. Inversion about the midpoint $x=1.3$ bohr sends $\chi_1(x)=\chi(x)$ to $\chi(2.6-x)=-\chi_2(x)$, so $\bar P(-k)=-\sigma_x\bar P(k)$ up to column phases, with $\sigma_x$ the matrix that swaps the sites. Time reversal with real $\chi$ gives $\bar P(-k)=\bar P(k)^*$ up to column phases. Hence $|\bar P_{1n}|=|\bar P_{2n}|$ in any window, and in the small one the columns have unit norm. With the chemical potential at $-1.104$ Ha, midway in the gap between the correlated bands, the occupation $\langle\bar P\,\theta(\mu-\varepsilon)\bar P^\dagger\rangle$ is $0.5$ per site at zero temperature. The level is $-1.0987$ Ha ($-29.90$ eV) on both sites, the hopping within the pair is $H_{12}(0)=0.1382$ Ha ($3.76$ eV), and the hopping across the ligand is $H_{21}(a)=-0.0422$ Ha ($-1.15$ eV).

The alternatives to (7) can be sized in this window. The averages are $\bar O_{11}=0.8885$ and $\bar O_{12}=0.0127$. Normalising with $\bar O$ leaves an overlap of up to $0.026$ with orbitals of the next cell, found by summing the orbitals on a real-space grid over the 12-cell supercell. Multiplying $\chi_2$ by 2 gives $|\kappa_{12}|=|s|/6$ by (11). At $k=\pi/3a$, $|s|=0.0311/0.8783=0.0354$, so elements of $\bar P$ change by $0.0354\times0.707/6=0.0042$, and the largest computed change on the mesh is $0.0047$. Gram–Schmidt gives the levels $-1.0978$ and $-1.0996$ Ha on two equivalent sites, shifted by $\pm0.0009$ Ha. The first-order shift is $\langle\operatorname{Re}sH_{21}\rangle$. Subtracting the average, $O_{12}-\bar O_{12}=0.0115-0.0196i$ at $ka=\pi/3$ has a phase close to $-\pi/3$ and a modulus $0.0227$, which divided by $\bar O_{11}$ is $0.026$. The phase at one point does not fix the harmonic, since $-e^{2ika}$ has the same phase there, but phase and size both fit a term $0.026\,e^{-ika}$, whose coefficient is by (10) an overlap with the next cell, and this term is assumed to be the leading one. Keeping one harmonic in each factor, $s\approx0.0143+0.026\,e^{-ika}$, where $0.0143=0.0127/0.8885$, and $H_{21}\approx0.1382-0.0422\,e^{ika}$ by inversion of (10). The average is $0.0143\times0.1382-0.026\times0.0422=0.0009$ Ha. Finally, lowering the top of the window to the middle of the upper correlated band leaves one band for two orbitals at 7 of the 12 points, where $O$ has rank one and (7) does not exist.

The large window from $-2.5$ to $-0.3$ Ha adds the ligand band, at $-1.6602$ Ha for $k=\pi/3a$, with the column $(0.2113,\,-0.1534-0.1453i)$. Now $O_{11}=0.8783+0.2113^2=0.9229$ and $O_{12}=0.0242-0.0196i+0.2113(-0.1534+0.1453i)=-0.0082+0.0111i$. Both eigenvalues rise, to $0.9091$ and $0.9368$, and the singular values are $0.9534$ and $0.9679$. By (8) the least squared distance is $0.0466^2+0.0321^2=0.00320$. A quasi-Newton minimisation over all matrices with orthonormal rows, started from the Gram–Schmidt matrix at $0.00331$, ends at the same value. The first row of $\bar P$ has moduli $0.2183$, $0.6814$ and $0.6985$, so the weights of the three bands in the correlated space, twice the squares, are $0.095$, $0.929$ and $0.976$, which add to $M=2$. The eigenvalues of $H(k)$ are $-1.2565$ and $-0.9939$ Ha. They obey (14), as $-1.6602\le-1.2565\le-1.2235\le-0.9939\le-0.9795$. At $k=0$ and $k=\pi/a$, where $-k$ and $k$ are the same point, each band has a definite inversion parity, $\chi_1-\chi_2$ is even and $\chi_1+\chi_2$ is odd. Full rank requires both parities among the three bands, so one parity occurs once. The corresponding combination projects on one band alone, and one $h_i$ equals that band energy, which is equality in (14). The computed margin vanishes to round-off at these two points and is at least $2.4\times10^{-3}$ Ha at the other ten.

The level falls to $-1.1214$ Ha ($-30.52$ eV). With band weights $\omega_n$ adding to 2, $\operatorname{tr}H=\sum_n\omega_n\varepsilon_n$ differs from the small-window trace $\varepsilon_2+\varepsilon_3$ by $(1-\omega_2)(\varepsilon_1-\varepsilon_2)+(1-\omega_3)(\varepsilon_1-\varepsilon_3)$, which is not positive because no weight exceeds one. At $k=\pi/3a$ this is $0.071\times(-0.437)+0.024\times(-0.681)=-0.047$ Ha, the difference between $-2.2504$ and $-2.2030$ Ha. The occupation rises to $0.5167$ per site, because the total for the two sites is 2 minus the average weight of the one empty band, and that weight is now below one: the total $1.033$ corresponds to an average weight $2-1.033=0.967$. The hopping within the pair is $0.1405$ Ha ($3.82$ eV) and that across the ligand drops in size to $-0.0191$ Ha ($-0.52$ eV), while the coupling to the third state now appears separately, in the $\mathcal V$ term of (13). Its neglect is visible. At $z=\mu+0.5i$ Ha, with a model self-energy $\Sigma_{11}=0.3-0.2i$, $\Sigma_{12}=\Sigma_{21}=0.05$, $\Sigma_{22}=0.1-0.3i$ Ha, the elements of (12) differ from those of $\langle[z-H(k)-\Sigma]^{-1}\rangle$ by up to $0.025$ Ha$^{-1}$, where $1/\operatorname{Im}z=2$ Ha$^{-1}$ is an upper bound on the elements themselves. In the small window the two expressions agree to round-off.

Raising the top edge to $0.48$ Ha cuts the fourth band, so $N(k)$ is 3 or 4. The construction goes through at each $k$ and gives $\bar O_{11}=0.9319$ against $0.9271$, a level of $-1.1141$ Ha ($-30.32$ eV), an occupation of $0.5152$, and hoppings of $0.1442$ Ha ($3.92$ eV) and $-0.0152$ Ha ($-0.41$ eV). Because the mesh averages now contain jumps, these values depend on the mesh at the level of about $0.001$. With 24 points the level is $-1.1128$ Ha and the hoppings are $0.1455$ and $-0.0144$ Ha, and with 192 points they are $-1.1139$, $0.1445$ and $-0.0150$ Ha. The values for the small and large windows do not change in the fourth decimal on these meshes. The level and the occupation that enter an impurity problem thus change with the window by $0.02$ Ha and $0.017$ electrons per site in this model. A double-counting term computed from the occupation changes with them. The orbitals $w$ themselves depend on the window, so an interaction integral over them does too; its size has not been computed here.

In this model the largest error in $\bar P$ is smaller than the largest error of $P$ over the four valence bands, $1.9\times10^{-3}$. This is not a general rule, since (9) divides by singular values below one, and the comparison is not like for like, since the maximum over four bands includes columns that lie outside a given window. The largest difference between elements of $\bar P$ built from (5) and from the all-electron integrals is $3.8\times10^{-5}$ in the small window and $9.2\times10^{-4}$ in the other two. The small value in the small window does not come from smaller errors in the correlated columns of $P$. The product in (6) is at most about $0.19$ Ha$^2$ at the edges of the correlated bands, for instance $0.1495\times1.2745$, against $0.538\times1.663=0.89$ Ha$^2$ at the bottom of the ligand band. But the amplitude $b$ in (6) also differs between bands and works the other way, since the ligand column at $k=\pi/3a$ has modulus $0.21$ against about $0.66$ for the correlated bands. The two effects largely offset each other: with the reference states in (5), the largest error of $P$ is $1.0\times10^{-3}$ in the ligand column and $9.6\times10^{-4}$ in the correlated columns. The reduction comes from (9) together with the form of the error. For a component $b\,\phi(E)$ both the remainder and the matrix element are proportional to $b$, so the error nearly rescales each column of $P$ by a real factor, $\delta P\approx P\eta$ with $\eta$ real and diagonal. For $N=M$ this gives $\mathcal E=\sigma F$ with the Hermitian matrix $F=V^\dagger\eta V$, and (9) becomes $K_{ij}=F_{ij}(\sigma_i-\sigma_j)/(\sigma_i+\sigma_j)$. The two singular values are nearly equal, and the ratio $(\sigma_1-\sigma_2)/(\sigma_1+\sigma_2)$ is at most $0.02$ on the mesh. A general error of the same size, without this form, would not be reduced so strongly. With the same reference states $\bar P$ changes by only $1.0\times10^{-5}$ in the small window; the figure $3.8\times10^{-5}$ also contains the difference between the pseudo states of the small basis and the reference states. In the large window an error in the ligand column alone changes $\bar P$ by $9.3\times10^{-4}$, and errors in the correlated columns alone by $2.3\times10^{-4}$, so there the ligand column sets the size of the error.
